**Screening mass of hot QED from the pressure**

For massless QED at temperature $T$ and zero chemical potential, the program tests $\Pi_{00}(0,\mathbf k\to0)=e^2\,\partial^2P/\partial\mu^2=(e^2T^2/3)(1-3e^2/8\pi^2)$ through order $e^4$. Here $P$ is the pressure, $\mu$ the chemical potential and $e$ the Heaviside–Lorentz charge. The two-loop diagram is integrated in Euclidean space-time at three imaginary chemical potentials, without factorizing it, and the program asserts agreement with the closed formula. The integrals give $-0.037995$ for the coefficient of $e^2$ in the bracket, equal to $-3/(8\pi^2)$ to the digits printed. Further assertions cover the free pressure, the one-loop static response at small wave number and the ring term of relative order $e^3$. The small-$k$ response, combined with the constant of the MS-bar vacuum polarization, also gives the scale, about $2.908\,T$, at which the zero-momentum mass and the pole mass agree through order $e^4$. For $T=10$ MeV and $e^2=0.09$ at that scale, the output shows the mass falling from 1.732 to 1.729 MeV.

## Program and output

```python
# Result under test: for massless QED at temperature T and mu = 0,
#   Pi_00(omega=0, k->0) = e^2 d^2P/dmu^2 = (e^2 T^2/3)(1 - 3 e^2/(8 pi^2)).
# P: pressure, mu: chemical potential, e: Heaviside-Lorentz charge.
# Units hbar = c = k_B = 1; the tests use T = 1.
# The two-loop diagram is integrated in Euclidean space-time (tau, r) at
# imaginary chemical potential mu = i*theta, without factorizing it.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad

pi = np.pi
gamma_E = np.euler_gamma


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def fermi(x):
    return np.exp(-x) / (1.0 + np.exp(-x)) if x > 0 else 1 / (1 + np.exp(x))


# ---- free fermion pressure from its momentum integral
def free_pressure(mu):
    f = lambda p: p**3 * (fermi(p - mu) + fermi(p + mu)) / (3 * pi**2)
    return quad(f, 0, 60, epsabs=1e-13, epsrel=1e-12, limit=200)[0]


def free_formula(mu):
    return 7 * pi**2 / 180 + mu**2 / 6 + mu**4 / (12 * pi**2)


for mu in (0.0, 0.7, 1.5):
    assert abs(free_pressure(mu) / free_formula(mu) - 1) < 1e-9
step = 0.05
chi_free = (-free_pressure(2 * step) + 16 * free_pressure(step)
            - 15 * free_pressure(0.0)) * 2 / (12 * step**2)
assert abs(chi_free - 1 / 3) < 1e-6


# ---- static charge response at finite k, thermal part, from the sum over
# positive and negative energy states with Dirac projector overlaps.
# Integration variables: s = p+q and d = p-q, where q = |p_vec + k_vec|.
def static_response(k):
    t, wt = gauss(0.0, np.log(160.0 / k), 160)
    eta, we = gauss(-1.0, 1.0, 24)
    s = (k * np.exp(t))[:, None]
    d = k * eta[None, :]
    p, q = (s + d) / 2, (s - d) / 2
    n_sum = 1 / (np.exp(p) + 1) + 1 / (np.exp(q) + 1)
    ratio = np.sinh(d / 2) / d / (2 * np.cosh(p / 2) * np.cosh(q / 2))
    same_band = (s**2 - k**2) * ratio
    cross_band = -(k**2 - d**2) * n_sum / s
    total = (same_band + cross_band) * s * wt[:, None] * we[None, :]
    return total.sum() / (8 * pi**2)


k_small = 0.1
response = {k: static_response(k) for k in (0.4, 0.1, 0.01)}
assert abs(response[0.01] - chi_free) < 2e-5
thermal_slope = (response[k_small] - 1 / 3) * 12 * pi**2 / k_small**2
thermal_const = thermal_slope - np.log(k_small**2)
assert abs(thermal_const - (2 * gamma_E - 8 / 3 - 2 * np.log(pi))) < 5e-3
# constant of the MS-bar vacuum polarization from its Feynman integral
vac_const = -6 * quad(lambda x: x * (1 - x) * np.log(x * (1 - x)), 0, 1)[0]
assert abs(vac_const - 5 / 3) < 1e-8
scale_numeric = np.exp(-0.5 * (thermal_const + vac_const))
scale_formula = pi * np.exp(0.5 - gamma_E)
assert abs(scale_numeric / scale_formula - 1) < 3e-3

# ---- Dirac trace with explicit Euclidean matrices
s1 = np.array([[0, 1], [1, 0]], complex)
s2 = np.array([[0, -1j], [1j, 0]])
s3 = np.diag([1.0 + 0j, -1.0])
gam = [np.kron(s1, m) for m in (s1, s2, s3)] + [np.kron(s2, np.eye(2))]
a_vec = np.array([0.3, -1.1, 0.7, 0.4])
b_vec = np.array([1.2, 0.5, -0.6, 0.9])
a_slash = sum(a * g for a, g in zip(a_vec, gam))
b_slash = sum(b * g for b, g in zip(b_vec, gam))
trace = sum(np.trace(g @ a_slash @ g @ b_slash) for g in gam).real
trace_factor = trace / (a_vec @ b_vec)
assert abs(trace_factor + 8) < 1e-10


# ---- two-loop diagram in space-time
def scalar_gradient(theta, tau, r):
    """tau and r derivatives of the antiperiodic massless propagator."""
    z, w = r - 1j * tau, r + 1j * tau
    h = np.exp(-theta * z) / np.sinh(pi * z)
    g = np.exp(theta * w) / np.sinh(pi * w)
    dh = h * (-theta - pi / np.tanh(pi * z))
    dg = g * (theta - pi / np.tanh(pi * w))
    d_tau = 1j * (dg - dh) / (8 * pi * r)
    d_r = (dh + dg) / (8 * pi * r) - (h + g) / (8 * pi * r**2)
    return d_tau, d_r


def diagram_density(theta, tau, r):
    t1, r1 = scalar_gradient(theta, tau, r)
    t2, r2 = scalar_gradient(theta, -tau, r)
    photon = 2 * (1 / np.tanh(pi * (r - 1j * tau))).real / (8 * pi * r)
    # the radial unit vector changes sign at the reflected point
    return 0.5 * trace_factor * ((t1 * t2 - r1 * r2).real) * photon


def two_loop_difference(theta):
    """[P2(mu = i theta) - P2(0)]/e^2; a 4-ball around the origin is
    integrated in spherical coordinates so that its angular average is
    taken before the radial integral."""
    diff = lambda tau, r: (diagram_density(theta, tau, r)
                           - diagram_density(0.0, tau, r)) * 4 * pi * r**2
    x, wx = gauss(0.0, 0.5, 8)
    al, wa = gauss(0.0, pi, 24)
    X, A = x[:, None], al[None, :]
    ball = diff(X * np.cos(A), X * np.sin(A)) * X
    inner = (ball * wx[:, None] * wa[None, :]).sum()
    ph, wp = gauss(-pi / 2, pi / 2, 40)
    u, wu = gauss(0.0, 9.0, 80)
    F, U = ph[:, None], u[None, :]
    rest = diff(0.5 * np.sin(F), 0.5 * np.cos(F) + U) * 0.5 * np.cos(F)
    return inner + (rest * wp[:, None] * wu[None, :]).sum()


def two_loop_formula(mu_squared):
    return -(5 + 18 * mu_squared / pi**2 + 9 * mu_squared**2 / pi**4) / 288


numeric, formula = {}, {}
for theta in (0.5, 0.8, 1.0):
    numeric[theta] = two_loop_difference(theta)
    formula[theta] = two_loop_formula(-theta**2) - two_loop_formula(0.0)
    assert abs(numeric[theta] / formula[theta] - 1) < 1e-4
# theta^2 coefficient with the theta^4 term eliminated; mu^2 = -theta^2
chi_two_loop = -2 * (16 * numeric[0.5] - numeric[1.0]) / 3
assert abs(chi_two_loop * (-8 * pi**2) - 1) < 3e-4
coefficient = chi_two_loop / chi_free
assert abs(coefficient / (-3 / (8 * pi**2)) - 1) < 3e-4

# ---- next order: static ring sum, integrated over photon momentum
e2 = 0.09
e = np.sqrt(e2)


def ring_pressure(mu):
    m2 = e2 * (1 / 3 + mu**2 / pi**2)

    def f(k):
        x = m2 / k**2
        if x < 1e-3:
            bracket = -x**2 / 2 + x**3 / 3 - x**4 / 4 + x**5 / 5
        else:
            bracket = np.log1p(x) - x
        return -k**2 * bracket / (4 * pi**2)
    parts = [(1e-12, 0.1), (0.1, 1.0), (1.0, 10.0), (10.0, np.inf)]
    return sum(quad(f, a, b, epsabs=1e-14, epsrel=1e-11, limit=200)[0]
               for a, b in parts)


chi_ring = 2 * (ring_pressure(0.05) - ring_pressure(0.0)) / 0.05**2
ring_relative = chi_ring / chi_free
ring_formula = np.sqrt(3) * e**3 / (4 * pi**3)
assert abs(ring_relative / ring_formula - 1) < 1e-3

# ---- worked example
T = 10.0  # MeV
MeV = 1e6 * sc.e
hbar_c = sc.hbar * sc.c / MeV * 1e15  # MeV fm
m_e = sc.m_e * sc.c**2 / MeV


def ideal_chi(mass):
    def f(p):
        n = fermi(np.sqrt(p * p + mass * mass))
        return 2 / pi**2 * p * p * n * (1 - n)
    return quad(f, 0, 60, epsabs=1e-13, epsrel=1e-11, limit=200)[0]


assert abs(ideal_chi(0.0) - chi_free) < 1e-6
mass_effect = ideal_chi(m_e / T) / ideal_chi(0.0) - 1
m2_lead = e2 * T**2 / 3
correction = -3 * e2 / (8 * pi**2)
m2_corr = m2_lead * (1 + correction)
m_lead, m_corr = np.sqrt(m2_lead), np.sqrt(m2_corr)

print("TESTS, T = 1")
print(f"free susceptibility, from pressure      {chi_free:.7f} T^2")
for k, val in response.items():
    print(f"thermal static response at k = {k:4.2f} T   {val:.7f} T^2")
for th in numeric:
    print(f"[P2(i theta T)-P2(0)]/e^2, theta = {th}:")
    print(f"   space-time integral                  {numeric[th]:.8f} T^4")
    print(f"   closed formula                       {formula[th]:.8f} T^4")
print(f"two-loop susceptibility / e^2, integral {chi_two_loop:.7f} T^2")
print(f"two-loop susceptibility / e^2, formula  {-1/(8*pi**2):.7f} T^2")
print(f"coefficient of e^2 in bracket, integral {coefficient:.6f}")
print(f"coefficient of e^2 in bracket, formula  {-3/(8*pi**2):.6f}")
print(f"scale of equal masses, from response    {scale_numeric:.4f} T")
print(f"scale of equal masses, formula          {scale_formula:.4f} T")
print("EXAMPLE")
print(f"temperature                             {T:.1f} MeV")
print(f"e^2 (input)                             {e2:.2f}")
print(f"e (from e^2)                            {e:.2f}")
print(f"MS-bar scale at which e^2 is given      {scale_formula*T:.2f} MeV")
print(f"leading mass squared                    {m2_lead:.5f} MeV^2")
print(f"relative two-loop correction            {correction:.6f}")
print(f"corrected mass squared                  {m2_corr:.5f} MeV^2")
print(f"leading mass                            {m_lead:.5f} MeV")
print(f"corrected mass                          {m_corr:.5f} MeV")
print(f"leading screening length                {hbar_c/m_lead:.3f} fm")
print(f"corrected screening length              {hbar_c/m_corr:.3f} fm")
print(f"relative ring term, integral            {ring_relative:.6f}")
print(f"relative ring term, formula             {ring_formula:.6f}")
print(f"electron mass                           {m_e:.6f} MeV")
print(f"relative electron-mass effect, ideal    {mass_effect:.6f}")
print("verified")
```

Running it gives:

```
TESTS, T = 1
free susceptibility, from pressure      0.3333333 T^2
thermal static response at k = 0.40 T   0.3257171 T^2
thermal static response at k = 0.10 T   0.3326235 T^2
thermal static response at k = 0.01 T   0.3333223 T^2
[P2(i theta T)-P2(0)]/e^2, theta = 0.5:
   space-time integral                  0.00156309 T^4
   closed formula                       0.00156309 T^4
[P2(i theta T)-P2(0)]/e^2, theta = 0.8:
   space-time integral                  0.00392144 T^4
   closed formula                       0.00392144 T^4
[P2(i theta T)-P2(0)]/e^2, theta = 1.0:
   space-time integral                  0.00601176 T^4
   closed formula                       0.00601176 T^4
two-loop susceptibility / e^2, integral -0.0126651 T^2
two-loop susceptibility / e^2, formula  -0.0126651 T^2
coefficient of e^2 in bracket, integral -0.037995
coefficient of e^2 in bracket, formula  -0.037995
scale of equal masses, from response    2.9085 T
scale of equal masses, formula          2.9081 T
EXAMPLE
temperature                             10.0 MeV
e^2 (input)                             0.09
e (from e^2)                            0.30
MS-bar scale at which e^2 is given      29.08 MeV
leading mass squared                    3.00000 MeV^2
relative two-loop correction            -0.003420
corrected mass squared                  2.98974 MeV^2
leading mass                            1.73205 MeV
corrected mass                          1.72909 MeV
leading screening length                113.927 fm
corrected screening length              114.122 fm
relative ring term, integral            0.000377
relative ring term, formula             0.000377
electron mass                           0.510999 MeV
relative electron-mass effect, ideal    -0.000397
verified
```
